# A bound-preserving implicit exponential step for electrostatically coupled gate-oxide traps

A transistor with a two-dimensional channel has been held at a high gate voltage. The voltage is then lowered, and traps in the oxide near the gate begin to capture electrons from the gate metal. With elastic tunnelling, a trap close to the metal can respond within nanoseconds, while one 2.4 nm further away needs a minute or more. All this time the trapped charge pushes electrons out of the channel and lifts the levels of the other traps. A simulation must cover nanoseconds and minutes in one run, follow the mutual influence of the traps, and never report an occupation below zero or above one. This note gives a time step that does so, and shows where boundedness alone is not enough.

## Model

Traps lie in sheets $i=1,\dots,M$ at distances $y_i$ from the gate, with $N_i$ traps per area and mean occupation $f_i$. Each trap offers one spin orbital and exchanges electrons elastically with the gate. The gate is a metal whose density of states is taken as constant, so capture is proportional to the occupation $g_i$ of gate states at the trap energy, and emission to $1-g_i$:

$$\frac{df_i}{dt}=\Gamma_i g_i(1-f_i)-\Gamma_i(1-g_i)f_i=\Gamma_i\,(g_i-f_i).$$

The terms $\pm\Gamma_i g_if_i$ cancel, so the relaxation rate $\Gamma_i$ does not depend on the trap energy. Tunnelling gives $\Gamma_i=\nu e^{-2\kappa y_i}$, with $\kappa$ taken as independent of energy. The coupling enters through

$$g_i=\frac{1}{1+e^{(\Delta+u_i)/kT}},$$

where $\Delta$ is the trap level relative to the gate Fermi level without fields, and $u_i$ is the electrostatic shift of the electron energy at $y_i$ relative to the gate.

**Poisson's equation.** Let $Q_j$ be the number of electrons per area in sheet $j$, with the channel as last sheet at $y=d$, the oxide thickness. For the electron energy $U(y)=-q[\phi(y)-\phi(0)]$,

$$U''=-\frac{q^2}{\epsilon}\sum_jQ_j\,\delta(y-y_j),\qquad U(0)=0,\qquad U'=0\ \text{behind the channel}.$$

Integrating from behind the channel towards the gate gives $U'(y)=(q^2/\epsilon)\sum_{y_j>y}Q_j$. A second integration, from the gate to $y$, gives each sheet the weight $\min(y,y_j)$. With $a=y/d$ and $C=\epsilon/d$,

$$u_i=\sum_jK_{ij}Q_j,\qquad K_{ij}=\frac{q^2}{C}\min(a_i,a_j).$$

The matrix $K$ is positive definite. Since $\min(a_i,a_j)=\int_0^1\theta(a_i-s)\theta(a_j-s)\,ds$,

$$\sum_{ij}x_iK_{ij}x_j=\frac{q^2}{C}\int_0^1\Big(\sum_{a_j>s}x_j\Big)^2ds,$$

which is positive for distinct sheets unless all $x_j$ vanish. Its inverse is tridiagonal, because the charge of a sheet is the jump of the field across it:

$$(K^{-1}u)_i=\frac{C}{q^2}\left[\frac{u_i-u_{i-1}}{a_i-a_{i-1}}-\frac{u_{i+1}-u_i}{a_{i+1}-a_i}\right],$$

with $u_0=a_0=0$ and no second term for the channel.

**Channel.** The channel is in equilibrium with its contacts at every instant. Its Fermi level lies $V$ above that of the gate, where $V$ is the gate voltage read as an energy in eV. The band edge has been raised by $u_c$, so the Fermi level stands at $\mu=V-u_c$ above the edge; a constant offset is absorbed in $V$. For a constant density of states $D$ above the edge,

$$n=D\int_0^\infty\frac{dE}{1+e^{(E-\mu)/kT}}=D\,kT\ln\!\left(1+e^{(V-u_c)/kT}\right).$$

A higher $V$ brings more electrons into the channel, raises $u_i$ and empties the traps. Lowering $V$ starts capture.

## The step

Let $h$ be the step length and $z_i=\Gamma_ih$. Indices 0 and 1 denote the start and end of a step, and the sheet index is dropped where possible. Replace $g$ during the step by the straight line between $g_0$ and $g_1$. Multiplying $f'+\Gamma f=\Gamma g$ by $e^{\Gamma t}$ and integrating, with $s=t/h$,

$$f_1=e^{-z}f_0+z\int_0^1e^{-z(1-s)}\left[(1-s)g_0+s\,g_1\right]ds.$$

With $r=1-s$, the factor of $g_0$ is

$$w_0=z\int_0^1r\,e^{-zr}dr=\left[-r\,e^{-zr}\right]_0^1+\int_0^1e^{-zr}dr=\frac{1-e^{-z}}{z}-e^{-z}.$$

The two factors together are $z\int_0^1e^{-zr}dr=1-e^{-z}$, so

$$w_1=1-e^{-z}-w_0=1-\frac{1-e^{-z}}{z},\qquad f_1=e^{-z}f_0+w_0g_0+w_1g_1.$$

Both $w_0$ and $w_1$ are integrals of nonnegative functions, and $e^{-z}+w_0+w_1=1$. Thus $f_1$ is a weighted mean of three numbers in $[0,1]$ and lies in $[0,1]$ itself, for any step length. This holds whatever value in $[0,1]$ is used for $g_1$, so even an unfinished iteration for the potential cannot break the bounds.

Two limits show what the weights do. For $z\ll1$ both tend to $z/2$, and $f_1\approx f_0+z[(g_0+g_1)/2-f_0]$. For $z\gg1$, $w_0\approx1/z$ and

$$f_1\approx g_1-\frac{g_1-g_0}{z}=g_1-\frac{1}{\Gamma}\,\frac{g_1-g_0}{h}.$$

A fast trap follows its target with a delay $1/\Gamma$, as it should: inserting $f=g-\delta$ into $f'=\Gamma(g-f)$ gives $\delta=g'/\Gamma$ to leading order.

For small $z$ the closed forms subtract nearly equal numbers. Below $z=10^{-3}$ use

$$w_0\approx\frac z2-\frac{z^2}{3}+\frac{z^3}{8}-\frac{z^4}{30},\qquad w_1\approx\frac z2-\frac{z^2}{6}+\frac{z^3}{24}-\frac{z^4}{120}.$$

## The end-of-step potential

The value $g_1$ depends on the potential at the end of the step, which depends on all $f_1$. Write $b_i=e^{-z_i}f_{i,0}+w_{0,i}g_{i,0}$ for the known part. The potential $u$ must satisfy

$$r(u)\equiv K^{-1}u-Q(u)=0,\qquad Q_i=N_i\left[b_i+w_{1,i}\,g(u_i)\right],\qquad Q_c=n(u_c).$$

Each $Q_i$ depends on its own $u_i$ alone and does not increase with it:

$$\frac{dQ_i}{du_i}=-\frac{N_iw_{1,i}\,g_i(1-g_i)}{kT},\qquad\frac{dn}{du_c}=-\frac{D}{1+e^{-(V-u_c)/kT}}.$$

Hence $r$ is the gradient of $\Psi=\tfrac12u^{T}K^{-1}u+\sum_iP_i(u_i)$ with $P_i'=-Q_i$, and the Jacobian $J=K^{-1}+\mathrm{diag}(-dQ_i/du_i)$ is positive definite. So $\Psi$ is strictly convex. It grows without limit in every direction: trap charges are bounded, so their $P_i$ fall at most linearly, while $P_c$ can be chosen as $\int_{u_c}^\infty n\,du\ge0$, and the quadratic term wins. There is one minimum, and therefore one solution per step. Physically, raising a level expels electrons, and fewer electrons lower the level.

Newton's method solves $J\,\delta u=-r$. Along this direction $d|r|^2/ds=2r^{T}J\,\delta u=-2|r|^2$ at $s=0$, so for small $s$ the residual norm falls by the factor $1-s$ to first order. Starting from $s=1$, halve $s$ until $|r|$ has fallen at least by the factor $1-10^{-4}s$, which a short enough step always achieves. If $m$ is the smallest eigenvalue of $K^{-1}$, monotonicity gives $|r(u)-r(v)|\ge m|u-v|$. The iterates therefore stay in a bounded region, where $J$ is smooth and $J^{-1}$ bounded, and in exact arithmetic the damped iteration converges from any start. In a test, thirty random starts led to potentials equal within $10^{-14}$ eV.

## Pseudocode

The same routine serves three purposes. `SOLVE(b, w1, V)` returns the root of $r(u)=0$.

```
steady state at V:     u = SOLVE(0, 1, V);  f = g(u)
voltage jump to V:     u = SOLVE(f, 0, V)       (f unchanged)

step of length h:
    z = Gamma*h;  compute exp(-z), w0, w1
    b = exp(-z)*f + w0*g(u)
    u = SOLVE(b, w1, V), Newton started from old u
    f = b + w1*g(u)
```

The potential found at the end of a step supplies $g_0$ for the next. A voltage jump must coincide with a step boundary, and $u$ must be recomputed there with the occupations held fixed. Otherwise $g_0$ belongs to the old voltage.

A Newton iteration with the tridiagonal $K^{-1}$ costs of order $M$ operations, with a dense solver of order $M^3$. For a dozen sheets either will do.

The electrons leaving the gate for the traps during a step number $\sum_iN_i(f_{i,1}-f_{i,0})$ per area. Multiplied by $q/h$, this is the mean exchange current density. The current at the gate terminal also contains the displacement current.

## Accuracy

Suppose first that $g(t)$ is prescribed. Linear interpolation errs by at most $H=\tfrac18h^2\max|g''|$. The occupation error $e$ obeys $e'=\Gamma(\text{interpolation error}-e)$, so

$$|e_{n+1}|\le e^{-z}|e_n|+(1-e^{-z})H.$$

If $|e_n|\le H$, the right side is at most $H$. Starting from $e_0=0$, the error never exceeds $H$, whatever the rate.

This was tested on $g=0.5+0.4\sin t$ with $h=0.1$ and rates from $10^{-2}$ to $10^5$. The bound is $0.01\times0.4/8=5.0\times10^{-4}$; the largest error was $3.3\times10^{-4}$. If $g$ is instead frozen at its starting value, $f_1=g_0+(f_0-g_0)e^{-z}$, a fast trap ends at $g_0$ instead of $g_1$ and errs by about $h|g'|\le0.04$. The measured value was 0.040.

Relaxation over many decades calls for steps proportional to time, $h=(\rho-1)t$ with $t$ the start of the step. Then

$$H\le\frac{(\rho-1)^2}{8}\max\left|t^2g''\right|,\qquad t^2g''=\frac{d^2g}{d\tau^2}-\frac{dg}{d\tau},\qquad\tau=\ln t.$$

The second relation follows from $dg/d\tau=tg'$ and $d^2g/d\tau^2=tg'+t^2g''$. What counts is how smooth $g$ is on a logarithmic time axis. The first step, from $t=0$, is chosen much shorter than the fastest capture time.

In the coupled system $g$ inherits the errors of all $f_j$. Let $L$ be its Lipschitz constant with respect to $f$ in the maximum norm, $E_n$ the largest error, $z$ the largest $\Gamma_ih$ and $G=\max|g''|$. Both $w_0$ and $w_1$ are at most $z/2$, and $1-e^{-z}\le z$, so

$$\left(1-\tfrac12zL\right)E_{n+1}\le\left(1+\tfrac12zL\right)E_n+\tfrac18zh^2G.$$

For small $zL$ the last term, of order $h^3$, is added $T/h$ times over a run of length $T$, which leaves an error of order $h^2$. But the amplification factor grows like $e^{L\Gamma_{\max}T}$, so this argument says nothing useful when $\Gamma_{\max}T$ is huge. For large steps in the coupled problem the second order reported below is a measurement, not a theorem.

## Bounded but wrong: the frozen step

The frozen step also keeps $f$ in $[0,1]$. It still requires the potential for the known occupations at the start of the step, `SOLVE(f, 0, V)`, but the new occupations then follow explicitly. For $z\gg1$ it becomes the iteration $f\to g(u(f))$, where $u(f)$ is the instantaneous potential for given occupations. Near the steady state a change $\delta f$ gives

$$\delta u=\left[K^{-1}+\mathrm{diag}(0,\dots,0,-dn/du_c)\right]^{-1}(N\delta f,\,0),\qquad\delta g_i=-\frac{g_i(1-g_i)}{kT}\,\delta u_i.$$

Let $S$ be the trap–trap block of the inverse; it is positive definite. The iteration matrix is $-ASN$ with the diagonal matrix $A_{ii}=g_i(1-g_i)/kT$. Because $A$ and $N$ are positive and diagonal, $ASN$ is similar to a symmetric positive definite matrix, so all eigenvalues of the iteration are real and negative. If one lies below $-1$, deviations grow and change sign at each step: full traps expel electrons, the emptied traps attract them again.

In the example below the largest modulus is 2.48. After 200 long steps the occupation of some sheet still changed by 0.999 per step, while every value stayed within the bounds. At one twentieth of the trap density the modulus is 0.0006 and the iteration converges. The factor $N$ alone would give $2.48/20=0.12$; nearly all the rest of the drop comes from $g_i(1-g_i)$. With fewer trapped electrons the trap levels lie lower, the traps are almost full in the steady state, and this factor is small. The changed channel response alone would lower the modulus by only about 2%.

The implicit step behaves differently. For $z\to\infty$ it has $b\to0$ and $w_1\to1$, which is the equation of the steady state. With steps of $10^6$ s the distance from the steady state was $6\times10^{-5}$ after one step and $5\times10^{-10}$ after two. The first value has the size of the lag $1/z=79/10^6\approx8\times10^{-5}$ of the slowest sheet.

The classical trapezoidal rule fails in another way. For an empty trap with target one, $f_1=\tfrac z2[1+(1-f_1)]$, so $f_1=z/(1+z/2)$. This exceeds one for $z>2$; at $z=10$ it is 1.67.

## Worked example

The parameters are round model values: $d=8$ nm, relative permittivity 10, $T=300$ K, 13 sheets from 0.8 to 3.2 nm with 0.015 traps per nm² each, $\Delta=-0.42$ eV, $\kappa=5$ nm$^{-1}$, $\nu=10^{12}$ s$^{-1}$. The channel has mass $0.5\,m_e$ and degeneracy 4. Then $q^2/C=14.48$ eV nm², $kT=0.02585$ eV and $D=4.18$ eV$^{-1}$ nm$^{-2}$. The times $1/\Gamma_i$ run from 3.0 ns to 79 s, a ratio $e^{24}$. At equal $\kappa$ and $\nu$, exchange of the deepest sheet with the channel, 4.8 nm away, is slower than with the gate by $e^{-16}\approx10^{-7}$ and is left out.

The device starts in the steady state at 3 V, where the oxide field reaches about 4 MV/cm, a heavy load for a real oxide, and is switched to 0.6 V. The run covers 3 ps to 1000 s, or 14.5 decades. Against a tight implicit Runge–Kutta integration, the largest occupation error over all sheets and 61 common times was $1.5\times10^{-3}$ with 61 steps and $2.2\times10^{-5}$ with 481. Successive halvings of the logarithmic step gave orders 2.02, 2.04 and 2.04. Explicit Euler, limited to $h\le2/\Gamma_{\max}$ even for an uncoupled trap, would need $1.7\times10^{11}$ steps.

**Filling.** The sheet at 2.0 nm has $1/\Gamma=e^{20}\times10^{-12}\ \text{s}=4.9\times10^{-4}$ s. At 55 µs a constant target of one would give $1-e^{-0.1125}=0.106$, and the run gives 0.106. The occupation then peaks at 0.88 near 2 ms and falls back to 0.68. With constant $g$ a trap approaches its target monotonically, so the overshoot needs a moving target. When the trap density, and with it the coupling, is reduced a thousandfold, the largest overshoot is below $10^{-6}$. The slower sheets, charging later, raise the level of this one.

The rise can be read from the occupations once the sheet follows its target, $f\approx g$, where $u=-\Delta-kT\ln[f/(1-f)]$. Between 0.044 s and 1000 s, $f$ falls from 0.762 to 0.677 and the logarithm from 1.166 to 0.742, so the level rises by $0.42\,kT\approx11$ meV.

**Channel.** The trapped density grows by $9.6\times10^{12}$ cm$^{-2}$, while the channel density falls from $4.0\times10^{12}$ to $2.0\times10^{12}$ cm$^{-2}$, a loss of one half. The loss is smaller than the trapped charge because a sheet near the gate is imaged mainly in the gate. At fixed $V$, $\delta u_c=-\delta\mu$, and the channel row of $K$ gives

$$\sum_ia_iN_i\,\delta f_i=-\delta n-\frac{\delta\mu}{q^2/C}.$$

Inverting $n(\mu)$ gives $\mu=-0.021$ eV at the start and $-0.041$ eV at the end, so the right side is $0.0202+0.0207/14.48=0.0216$ nm$^{-2}$. Divided by the captured 0.0961 nm$^{-2}$, this gives a mean $a=0.225$: the captured charge sits on average 1.8 nm from the gate.

## Limits of validity

Exchange with the gate is taken as elastic. Many oxide traps distort the surrounding lattice when they capture an electron. Their rates are then thermally activated, depend on the trap level and can be orders of magnitude lower, so the times in the example belong to the model and not to a particular oxide.

The sheets also smear out the trapped charge. At the final density of 0.12 trapped electrons per nm², the typical lateral spacing is $1/\sqrt{0.12}\approx2.9$ nm, and the Coulomb energy of two electrons at this distance, without the image charges in the gate, is $1.44/(10\times2.9)\approx0.05$ eV, about twice $kT$. The image charges weaken this repulsion, but closer pairs repel each other more strongly. The levels within a sheet therefore scatter from trap to trap. If the occupied traps of a sheet at $y_j<y$ sit at random, they and their images in the gate give the level at $y$ the variance $2\pi N_jf_j\,(q^2/4\pi\epsilon)^2\ln[y^2/(y^2-y_j^2)]$. For $y=2.0$ nm the six sheets nearer the gate, which end nearly full, add up to a standard deviation of about 0.09 eV, more than $3kT$ and far more than the 11 meV rise read off above. The sheet model is safest where this scatter is small compared with $kT$, and the example is not in that regime. It tests the time step; its occupations and the height of its overshoot are mean-field values and not a prediction for discrete traps at this density, even in a large device.

In a device so small that single captures are visible, $f_i$ is not the state of the system, and a stochastic treatment is needed.

The uniqueness proof uses a fixed relaxation rate. Even for elastic tunnelling this is an approximation, because the field lowers the barrier between gate and trap. In a WKB estimate with an oxide mass of 0.3 to $0.5\,m_e$ and the barrier that gives $\kappa=5$ nm$^{-1}$ at zero field, the rate of the deepest sheet at 0.6 V is two to four times the fixed value, and the rates at 2.0 and 3.2 nm grow by 20 to 60% during the run. The weights then depend on the potential; the bounds survive, but the proof does not cover this case. Spin acts in a similar way. If an empty trap can accept either spin but hold one electron, capture becomes $2\Gamma g(1-f)$ and

$$\frac{df}{dt}=2\Gamma g-\Gamma(1+g)f.$$

The relaxation rate $\Gamma(1+g)$ now depends on the potential, and so do the weights. With a positive mean rate in $z$ and the target $2g/(1+g)$, the step remains a weighted mean and keeps the bounds, but the monotonicity of $Q_i(u_i)$ has to be shown anew.

Finally, an occupation within $[0,1]$ is no sign of a small error. Accuracy should be judged by repeating the run with the logarithmic step halved. The numerical output below lists the errors against the reference integration for successively halved steps, and the time course.

## Values computed for the example and the checks

```
temperature 300 K, kT = 0.02585 eV
oxide 8.0 nm, eps_r 10.0, q^2/C = 14.476 eV nm^2
channel mass 0.5 m_e, degeneracy 4, DOS 4.177 /(eV nm^2)
13 sheets, depth 0.8 to 3.2 nm, 0.015 nm^-2 each, total 0.195 nm^-2
trap level -0.42 eV, kappa 5.0 nm^-1, attempt rate 1e+12 s^-1
1/rate: fastest 2.981e-09 s, slowest 7.896e+01 s
gate voltage: 3.0 V before, 0.6 V after switching
weights: largest deviation from quadrature 4.4e-16
driven trap, h = 0.1, amplitude 0.4, angular frequency 1:
  error bound 5.000e-04, linear-target error 3.273e-04
  frozen-target error 3.998e-02
trapezoidal rule, z = 10, empty trap, target 1: f = 1.6667
coupled run against Radau: steps, largest occupation error
    61  1.492e-03
   121  3.691e-04
   241  8.991e-05
   481  2.193e-05
observed orders: 2.015, 2.037, 2.036
steps for explicit Euler at h = 2/fastest rate: 1.68e+11
random steps: min f = 2.26e-33, 1 - max f = 1.89e-15
spread of 30 Newton roots 5.3e-15 eV
frozen long steps: density factor, spectral radius, last change of f
  1.00  2.4784  9.991e-01
  0.05  0.0006  0.000e+00
implicit steps of 1e6 s: distance from steady state after 1, 2, 5 steps
  6.07e-05, 5.45e-10, 7.99e-15
time (s), trapped, channel (nm^-2), f at 0.8, 2.0, 3.2 nm
  0.000e+00 0.02563 0.04000 0.9717 0.0000 0.0000
  2.981e-12 0.02563 0.04000 0.9718 0.0000 0.0000
  8.451e-11 0.02567 0.04000 0.9725 0.0000 0.0000
  2.396e-09 0.02666 0.03988 0.9873 0.0000 0.0000
  6.793e-08 0.03684 0.03852 1.0000 0.0001 0.0000
  1.926e-06 0.06042 0.03475 1.0000 0.0040 0.0000
  5.460e-05 0.08514 0.02990 0.9999 0.1057 0.0000
  1.548e-03 0.10721 0.02472 0.9999 0.8757 0.0000
  4.388e-02 0.11682 0.02192 0.9998 0.7624 0.0002
  1.244e+00 0.11996 0.02071 0.9998 0.7064 0.0030
  3.527e+01 0.12140 0.02002 0.9998 0.6829 0.0527
  1.000e+03 0.12177 0.01982 0.9998 0.6774 0.1293
largest overshoot: sheet at 2.0 nm, peak f = 0.8838 at 2.05e-03 s
  final f = 0.6774; largest overshoot at density factor 0.001: 6.4e-07
trapped density change 9.613e+12 cm^-2
channel density 4.000e+12 to 1.982e+12 cm^-2, change -50.5 %
```
